One Residual and One Solver for CISD, CEPA, ACPF and AQCC

Suppose the energy needed to twist ethene about its carbon–carbon bond is wanted, and full configuration interaction is too expensive for the basis one would like to use. A calculation with single and double excitations is affordable, but it comes in several versions: CISD, the coupled electron pair approximations (CEPA), the averaged coupled-pair functional (ACPF) and averaged quadratic coupled cluster (AQCC). One must decide which to run, and whether each needs its own program. Both questions start from the same fact: the methods solve one set of equations and differ in a single diagonal term. That term can be derived by asking what goes wrong with CISD.

**The naive scheme**

Let Φ0 be a closed-shell Hartree–Fock determinant with energy E0 and N correlated electrons. Orbitals and coefficients are real. Write

Ψ = Φ0 + Σ_I c_I Φ_I,

where I runs over single and double excitations. The coefficient of Φ0 is fixed at one, so Ψ is not normalised to one. Define

h_I = <Φ_I|H|Φ0>,  A_IJ = <Φ_I|H − E0|Φ_J>.

If Ψ had the total energy E0 + E, it would obey (H − E0)Ψ = EΨ. Projection on Φ0 gives the correlation energy, and projection on Φ_I gives the amplitude equations:

E = Σ_I h_I c_I,

h_I + Σ_J A_IJ c_J = E c_I.

These are the CISD equations. By Brillouin's theorem h_I = 0 for single excitations, so singles affect E through their coupling to the doubles.

To see the defect, take m electron pairs that do not interact. Each pair lives on two sites with hopping t and repulsion U for two electrons on the same site. The bonding orbital has energy −t and the antibonding orbital +t. With both electrons in the same one of these orbitals, the chance of finding them on a common site is one half, so the repulsion is U/2 in either case. The double excitation therefore costs

D = (2t + U/2) − (−2t + U/2) = 4t.

Its coupling to the ground determinant is K = U/2. Both determinants contain the two doubly occupied site configurations with amplitude 1/2 each, and each configuration contributes U × 1/2 × 1/2. The single excitation is odd under exchange of the sites, while these two determinants are even, so it drops out.

Double excitations on different pairs do not couple to each other, since they differ in four spin orbitals. All m amplitudes are equal. For a shift of the form gE, with g = 1 in CISD,

K + Dc − gEc = 0,  E = mKc.

The first equation gives c = −K/(D − gE). Inserting this in the second and multiplying by the denominator gives

E(D − gE) = −mK²,

gE² − DE − mK² = 0.

The root that vanishes with K is

E = [D − √(D² + 4gmK²)]/(2g).

Dividing by m and writing x = gm,

E/m = [D − √(D² + 4xK²)]/(2x).

The energy per pair depends on the method through x alone. The correct value has x = 1, because one pair with its single double excitation is solved exactly by CISD. But CISD has x = m. For large m its energy per pair behaves as −K/√m and goes to zero. With t = 1 and U = 2, so that D = 4 and K = 1, the exact pair energy is (4 − √20)/2 = −0.2361 in units of t. CISD for four pairs gives

E/4 = (4 − √32)/8 = −0.2071.

At ten thousand pairs it gives −0.0098. The right-hand side E c_I is at fault: an excitation on one pair is penalised with the correlation energy of the whole system.

**What the missing quadruples would do**

In full CI, the equation for a double excitation I, which moves electrons from spin orbitals i, j to a, b, has further terms on the left:

h_I + Σ_J A_IJ c_J + Σ_T <Φ_I|H|Φ_T> c_T + Σ_Q <Φ_I|H|Φ_Q> c_Q = E c_I,

with T for triples and Q for quadruples. Consider the quadruples obtained from I by a second double excitation, kl → cd. If the two events are nearly independent, the coefficient is approximately a product,

c_Q ≈ c_I c(kl→cd).

With the sign of Φ_Q fixed by applying the second excitation to Φ_I, the matrix element <Φ_I|H|Φ_Q> equals <Φ0|H|Φ(kl→cd)>. Define the pair energy and the orbital sum

e_kl = Σ_{c<d} <Φ0|H|Φ(kl→cd)> c(kl→cd),  ε_i = Σ_{k≠i} e_ik.

Since singles contribute nothing directly to E, Σ_{k<l} e_kl = E. Now make three approximations: drop the triples, drop the other ways of dividing Q into two doubles, and let c, d run over all virtual orbitals even though a and b are already filled. The quadruple term becomes

c_I Σ' e_kl,

where the prime restricts the sum to pairs with no index in common with i, j. An electron that has already left orbital i cannot leave it again. Keeping this restriction makes the scheme exact for two electrons: no pair then survives the prime, the quadruple term vanishes as it must, and the CISD equations are recovered. Moving the term to the right gives

h_I + Σ_J A_IJ c_J = (E − Σ' e_kl) c_I.

The bracket is the sum over pairs that do share an index with i, j. The sum ε_i + ε_j collects them all but counts e_ij twice, so

Δ_I = ε_i + ε_j − e_ij.

This is the CEPA(3) shift in spin-orbital form. For a single excitation from i, the same argument applied to triples, with c_T ≈ c_I c(kl→cd), leaves the pairs containing i:

Δ_I = ε_i.

Two simpler choices follow. If the exclusion restriction is ignored, the quadruples cancel the whole of E c_I and Δ_I = 0. This is CEPA(0). If for doubles one takes the mean of e_ij and the CEPA(3) shift, the result is the CEPA(1) shift

Δ_I = (ε_i + ε_j)/2,

with Δ_I = ε_i retained for singles. The halfway choice is a compromise; the argument above does not derive it.

Every case now has the form

R_I = h_I + Σ_J A_IJ c_J − Δ_I c_I = 0,  E = Σ_I h_I c_I.

In the separated-pair model with localised orbitals, i and j of a correlated pair have no other correlated partners. Then ε_i = ε_j = e_ij = e, the energy of one pair, and both CEPA(1) and CEPA(3) give Δ_I = e. This is the shift that one isolated pair needs, so the energy is correct for any m. CEPA(0) is also proportional to m, but its pair energy is −K²/D = −0.25, which is too low. Additivity and accuracy are separate properties.

**The price of pair energies, and averaging**

A shift that depends on i and j changes if the occupied orbitals are mixed among themselves, although Φ0 does not. The spin-orbital CEPA(3) shift has a second defect. The pair energy e_ij differs between parallel and antiparallel spins, so determinants that must combine into a singlet receive different shifts. CEPA(1) escapes this in a closed shell, because ε_i is the same for both spins of an orbital. Spin-adapted forms of CEPA(3) define the pair energies differently and need not give the same numbers as the form used here.

Both defects disappear if the shift is one number for all excitations. A natural number is the average over the N(N−1)/2 pairs. Each pair energy enters two orbital sums, so

Σ_i ε_i = 2E.

Each orbital belongs to N − 1 pairs, hence

Σ_{i<j} (ε_i + ε_j) = (N − 1) Σ_i ε_i = 2(N − 1)E.

Dividing by N(N−1)/2 gives a mean of 4E/N for ε_i + ε_j. The CEPA(1) shift is half of this:

mean Δ = 2E/N.

For CEPA(3) the mean of e_ij, which is 2E/[N(N−1)], must be subtracted:

mean Δ = 4E/N − 2E/[N(N−1)] = (4N − 6)E/[N(N−1)].

These are the ACPF and AQCC shifts. Both methods apply them to singles as well as doubles. The uniform methods are therefore Δ_I = gE with

CISD: g = 1
CEPA(0): g = 0
ACPF: g = 2/N
AQCC: g = (4N − 6)/[N(N−1)].

For N = 2, ACPF and AQCC both have g = 1 and reduce to CISD, which is full CI for two electrons.

The pair model shows what averaging costs. There N = 2m, so ACPF has x = gm = 1 and is exact for every m. This relies on the pairs being identical: for two different pairs, each would receive the mean of the two pair energies in place of its own. AQCC has

x = (8m − 6)m/[2m(2m − 1)] = (4m − 3)/(2m − 1),

which rises from 1 at m = 1 towards 2. For four pairs x = 13/7, and the energy per pair is −0.2262. In the limit of many pairs it is

(4 − √24)/4 = −0.2247,

which is finite but about 5% too small in magnitude. The reason can be read from the CEPA(3) shifts. A correlated pair needs e, but a pair made of electrons from different fragments has ε_i + ε_j − 0 = 2e. For large m nearly all pairs are of the second kind, and they dominate the average although they carry no correlation.

**Why a uniform shift is also a functional**

For Δ_I = gE the equations follow from making one quotient stationary. Let n = Σ_I c_I² and

F = M/(1 + gn),  M = <Ψ|H − E0|Ψ> = 2Σ_I h_I c_I + Σ_IJ c_I A_IJ c_J.

Setting ∂F/∂c_I = 0 means ∂M/∂c_I = F ∂(1 + gn)/∂c_I, or, after division by two,

h_I + Σ_J A_IJ c_J = gF c_I.

This is the common residual if F = E. To see that it is, multiply by c_I and sum:

Σ_I h_I c_I + Σ_IJ c_I A_IJ c_J = gFn.

The left side is M − Σ_I h_I c_I = M − E. Since M = F(1 + gn), it follows that F + gFn − E = gFn, so F = E.

For g = 1, F is the expectation value of H − E0 in a normalised state, and the CISD energy is an upper bound to full CI in the same orbital space. For other g the denominator is not the norm, and this argument gives no bound.

The functional also tells how the energy responds to g. At a stationary point the change of F through the amplitudes vanishes to first order, leaving the explicit dependence on g:

dE/dg = −En/(1 + gn).

As long as E is negative and the same solution is followed, a larger g gives a higher energy. The order from below is then CEPA(0), ACPF, AQCC, CISD for N > 3, where the four values of g increase in that order.

**The solver**

The derivation separates the work into a part common to all methods and a short function for the shift. With trial amplitudes c, one iteration is:

1. Form the contributions h_I c_I. Their sum is E; for CEPA(1) and CEPA(3), sum them by hole pair to obtain e_ij, then ε_i.
2. Evaluate Δ_I for the chosen method.
3. Form R_I = h_I + Σ_J A_IJ c_J − Δ_I c_I, and stop if the largest |R_I| is below the threshold.
4. Take the diagonal step c_I′ = c_I − R_I/(A_II − Δ_I).
5. Store c′ with R, extrapolate, and return to 1.

Step 4 is Newton's method with the off-diagonal part of A and the dependence of Δ on c neglected in the derivative. It requires that no denominator A_II − Δ_I be near zero.

The extrapolation in step 5 is DIIS, direct inversion in the iterative subspace. Near the solution the residual is almost a linear function of the amplitudes. If weights w_k add up to one, the combination Σ_k w_k c_k then has a residual close to Σ_k w_k R_k, so one chooses the weights that make the latter as short as possible. Eliminating the weight of the newest vector, w_last = 1 − Σ_{k<last} w_k, turns this into an unconstrained least-squares problem:

minimise |R_last + Σ_{k<last} w_k (R_k − R_last)|.

The next trial uses the same weights on the stepped amplitudes:

c = c′_last + Σ_{k<last} w_k (c′_k − c′_last).

Eight stored vectors are used below. Nothing in steps 3 to 5 knows which method is being solved. For a small space A can be stored; for a larger one, the product Σ_J A_IJ c_J is computed directly from the integrals.

CEPA(0) deserves a warning. Its equations are linear, A c = −h, and have no shift to keep the matrix away from singularity. In the pair model c = −K/D diverges as D → 0, whereas CISD for one pair tends to the finite energy −K.

**Ethene against full CI**

The ethene calculation uses the STO-3G basis, with C–C 1.34 Å, C–H 1.09 Å and an H–C–H angle of 117°. One CH₂ group is rotated by 0, 30 or 60° with the other parameters fixed. The four lowest Hartree–Fock orbitals are kept doubly occupied, leaving N = 8 electrons in 10 orbitals. There are 210 ways to place four electrons of one spin in ten orbitals, so full CI has 210² = 44,100 determinants; its lowest state was found by iterative diagonalisation. The reference, singles and doubles number 805. For N = 8,

g(ACPF) = 2/8 = 0.250,

g(AQCC) = 26/56 = 0.464.

The full-CI correlation energies are −100.96, −104.21 and −118.38 mEh at the three angles. The errors relative to them, in mEh, are:

Method: 0°, 30°, 60°
CISD: 4.64, 5.06, 7.34
CEPA(0): −3.40, −4.43, −13.29
CEPA(1): 0.19, −0.12, −1.17
CEPA(3): 1.21, 1.31, 1.46
ACPF: −1.10, −1.64, −6.10
AQCC: 0.70, 0.49, −1.36

For the planar molecule the errors of CISD, ACPF and AQCC correspond to 12.2, −2.9 and 1.8 kJ/mol. With a threshold of 10⁻⁹ Eh on the largest residual, the common solver needed 13 or 14 residual evaluations for every method and angle. Without DIIS, ACPF for the planar molecule needed 30.

The slope formula accounts for the distance between ACPF and AQCC. In the planar ACPF solution E = −0.10205 Eh and n = 0.0875, so

dE/dg = 0.10205 × 0.0875/(1 + 0.25 × 0.0875) = 0.0087 Eh.

Multiplied by the difference in g, 0.214, this predicts a rise of 1.9 mEh. The actual rise is 0.70 + 1.10 = 1.80 mEh.

Full CI can also be asked which g it would prefer. Take its singles and doubles amplitudes, scaled so that Φ0 has coefficient one, insert them in the common residual with Δ_I = gE, and require the residual to vanish after multiplication by c_I and summation:

g_eff = Σ_I c_I (h_I + Σ_J A_IJ c_J)/(En).

The result is 0.37, 0.41 and 0.53 at the three angles. At 0 and 30° it lies between the ACPF and AQCC values, and the energies of these methods lie on opposite sides of full CI. At 60° it exceeds both, and both energies are too low. By its definition g_eff is an average, with weights c_I², of the shift that each excitation needs in full CI, divided by E. If one pair carried all of E, its CEPA(3) shift would be E itself, corresponding to g = 1. Whether the correlation concentrates in the π pair cannot be read from one set of orbitals, because g_eff is unchanged by mixing the occupied orbitals while the share of a single pair is not. In canonical orbitals the highest occupied pair carries about 0.40 of E at 0° and 0.41 at 60°; if the occupied orbitals are rotated to diagonalise the occupied block of the full-CI density matrix, the share of the most correlated pair rises from 0.40 to 0.48. Its share of n, which sets the weights, rises from 0.62 to 0.73 already in canonical orbitals. The CEPA(3) shifts built from the full-CI amplitudes in canonical orbitals and averaged with the same weights rise from 0.53E to 0.61E. This is the direction of g_eff, but the values are higher and the change is smaller, so the cause of the increase is only partly accounted for here.

The orbital dependence of CEPA(1) is not negligible on this scale. Mixing the two highest occupied orbitals of the planar molecule by 45° lowers its energy by 0.86 mEh, several times its error of 0.19 mEh in canonical orbitals. That small error therefore belongs to a particular choice of orbitals. The ACPF energy is unchanged by the mixing, as the uniform shift requires. The spin contamination of CEPA(3) in the planar molecule is slight: <S²> is about 2 × 10⁻⁸ where a singlet has zero.

**The decision for the twist energy**

The energy wanted at the start is a difference, and errors common to both geometries cancel. Between 0 and 60° the Hartree–Fock energy rises by 97.98 mEh, while the full-CI correlation energy becomes more negative by

118.381 − 100.955 = 17.43 mEh.

The full-CI twist energy is therefore about 80.6 mEh in this space. It is a benchmark for the methods, not a converged value for ethene. Two of the four frozen orbitals are valence orbitals, and correlating all twelve valence electrons in the same basis lowers the twist energy by about 4 mEh (CCSD(T): 80.7 to 76.7 mEh). The effect of a larger basis or of relaxing the geometry was not examined. The error of each method is its error at 60° minus its error at 0°:

CISD: 2.70 mEh
CEPA(0): −9.89 mEh
CEPA(1): −1.35 mEh
CEPA(3): 0.25 mEh
ACPF: −5.00 mEh
AQCC: −2.06 mEh

CISD has the largest error for the planar molecule, yet it gives a better twist energy than ACPF. Its error is large but changes less between the two geometries. Why it changes less than the ACPF error was not examined here. Such a cancellation would not help in comparing one molecule with several separated ones, where the pair model shows the CISD correlation energy per pair shrinking in magnitude with every added pair.

Among the methods with a uniform shift, AQCC gives the smallest error in the twist energy here, and it does not depend on the choice of occupied orbitals. The spin-orbital CEPA(3) does better still, if canonical orbitals and a slight loss of spin purity are acceptable. These rankings rest on one molecule in a minimal basis. The sizes of the errors also depend on the correlated space. With all twelve valence electrons correlated, and CCSD(T) as the reference, the twist errors of CISD, CEPA(0), ACPF and AQCC become 5.8, −14.9, −8.1 and −3.8 mEh. The order is the same, but the errors are roughly 1.5 to 2 times larger.

None of the shifts repairs the reference itself. The weight of Φ0 in the normalised full-CI state falls from 0.92 at 0° to 0.86 at 60°. At 90° the two carbon p orbitals of the π bond lie in perpendicular planes, so π and π* are degenerate in a one-electron picture. The two closed-shell determinants that place both electrons in one or the other of these orbitals have the same energy when built from a common symmetric set of orbitals, and no single closed-shell determinant is a fair starting point. The product argument for the quadruples assumed small, nearly independent excitations from one dominant determinant. Close to 90° the expansion should start from at least the two determinants that have become degenerate.
